\section*{Does FCIQMC Have a Time-Step Error? A Referee's Comment}

\section{The argument under review}

The manuscript computes a ground-state energy by full configuration interaction quantum Monte Carlo (FCIQMC) at one finite time step $\tau$. It then asks for an extrapolation to $\tau\to0$, on the following grounds.

\begin{quote}
FCIQMC and diffusion Monte Carlo both propagate walkers in imaginary time. Diffusion Monte Carlo has a time-step error because its short-time propagator is approximate. FCIQMC replaces $e^{-\tau(H-S)}$ by its first-order Taylor polynomial, which is a cruder approximation. Its energies must therefore have a time-step error too, probably a larger one.
\end{quote}

The premise about the Taylor polynomial is correct. What has to be examined is whether an error in the propagator is an error in the state that the propagator selects.

I use Hartree atomic units, so $\tau$ is in inverse hartree. $H$ is the real symmetric Hamiltonian matrix in a finite set of determinants, with $Hv_i=E_iv_i$ and orthonormal $v_i$. The lowest eigenvalue $E_0$ and the highest, $E_{\max}$, are taken to be nondegenerate. The shift $S$ is an energy that controls the growth of the population. The linear map is
\begin{equation}
P=1-\tau(H-S),\qquad \tau>0 .
\label{eq:P}
\end{equation}

\section{What the Taylor polynomial gets wrong}

Acting on an eigenvector, the map gives
\begin{equation}
Pv_i=f_iv_i,\qquad f_i=1-\tau(E_i-S).
\label{eq:f}
\end{equation}
Different energies give different $f_i$, so $P$ and $H$ have the same eigenspaces for every $\tau>0$. A start vector $n(0)=\sum_i a_iv_i$ becomes, after $t$ steps,
\begin{equation}
n(t)=P^tn(0)=\sum_i a_if_i^{\,t}v_i .
\label{eq:iteration}
\end{equation}

Compare this with true imaginary-time evolution to a fixed time $\beta=t\tau$. With $x_i=E_i-S$ and $\tau|x_i|<1$,
\begin{equation}
f_i^{\,\beta/\tau}
=\exp\!\left[\frac{\beta}{\tau}\ln(1-\tau x_i)\right]
=\exp\!\left[-\beta x_i-\tfrac12\beta\tau x_i^2-\cdots\right].
\end{equation}
The wanted factor is $e^{-\beta x_i}$. At fixed $\beta$ there is thus an error of first order in $\tau$, as the manuscript says. It lies in the coefficients, that is, in how fast each eigenvector decays or grows. The eigenvectors are untouched. A calculation that needs the state at finite $\beta$ must deal with this error; a ground-state projection needs only that the right term in Eq.~\eqref{eq:iteration} should win.

\section{When the ground state wins}

Let $S$ be fixed and let $a_0$ and $a_{\max}$ be nonzero. The direction of $n(t)$ tends to $v_0$ if $|f_i|<|f_0|$ for every other state. It is enough to compare the two ends of the spectrum. Any other energy can be written $E_i=(1-w)E_0+wE_{\max}$ with $0<w<1$, and since $f$ is linear in the energy,
\begin{equation}
|f_i|\le(1-w)|f_0|+w|f_{\max}| .
\end{equation}
If $|f_{\max}|<|f_0|$, the right-hand side is smaller than $|f_0|$. For the end states,
\begin{equation}
f_0^2-f_{\max}^2=(f_0-f_{\max})(f_0+f_{\max}),
\qquad
f_0-f_{\max}=\tau(E_{\max}-E_0)>0 .
\end{equation}
The sign is therefore that of the sum $f_0+f_{\max}=2-\tau(E_0+E_{\max}-2S)$, and the ground state wins if and only if
\begin{equation}
\tau(E_{\max}+E_0-2S)<2 .
\label{eq:condition}
\end{equation}
At the stationary shift $S=E_0$ this becomes
\begin{equation}
\tau<\frac{2}{E_{\max}-E_0}.
\label{eq:bound}
\end{equation}

Below this threshold the limit of the iteration is $v_0$ itself, not $v_0$ plus a correction in powers of $\tau$. After finitely many steps there remains an admixture that falls as $|f_i/f_0|^t$; it is removed by more steps. A smaller $\tau$ speeds up the slowest decay only where $|f_{\max}/f_0|$ is the slowest-decaying factor, that is, for $\tau(E_1+E_{\max}-2S)>2$, with $E_1$ the first excited energy. At $S=E_0$ this crossover lies between one half of the bound \eqref{eq:bound} and the bound itself (0.84 of it for the H$_2$ example below). Below the crossover a smaller $\tau$ slows the convergence, and as $\tau\to0$ at fixed $t$ every ratio $f_i/f_0$ tends to one, so an extrapolation in $\tau$ does not remove it. At equality $f_{\max}=-f_0$, and the direction alternates between two vectors. Above the threshold $|f_{\max}|>|f_0|$, and the highest state wins, with a sign that changes at each step. So $\tau$ has a stability limit, and below it the converged state does not depend on $\tau$ at all.

The bound \eqref{eq:bound} belongs to $S=E_0$. A lower shift makes the condition stricter. A shift at or above the midpoint $(E_0+E_{\max})/2$ makes the bracket in Eq.~\eqref{eq:condition} zero or negative, and then every positive $\tau$ gives the right direction. This is of little use to a walker simulation, because the ground-state component is multiplied by $1+\tau(S-E_0)$ at each step and the population explodes.

If the start vector has no component on the highest state, exact arithmetic needs only the highest state that is present. Sampling noise can populate other states of the connected determinant block, so the $E_{\max}$ of that block is the safe choice.

\section{A molecule small enough to check}

Take H$_2$ at a bond length of 3.0 bohr, with restricted Hartree--Fock (RHF) orbitals in the 6-31G basis. The determinants connected to the RHF determinant number eight. Diagonalization in this block gives
\begin{equation}
E_0=-1.044709,\qquad E_1=-0.572952,\qquad E_{\max}=1.477955
\end{equation}
in hartree, and the RHF energy is $-0.981671$ hartree. Here $E_0$ is the full configuration interaction (FCI) energy in this small basis, and none of these numbers is converged in the basis. In cc-pVDZ, cc-pVTZ and cc-pVQZ, $E_0$ is lower by 6.2, 10.6 and 11.9 millihartree. $E_{\max}$ rises to 3.15 hartree in cc-pVDZ and 8.80 hartree in cc-pVTZ, so the bound found next falls to 0.48 and 0.20 hartree$^{-1}$; it must be evaluated for the basis in use. The bound is
\begin{equation}
\frac{2}{1.477955+1.044709}=\frac{2}{2.522664}=0.7928\ \text{hartree}^{-1}.
\end{equation}

Repeated application of $P$ with $S=E_0$ gives $-1.04470903$ hartree at 0.10, 0.50 and 0.95 of the bound. These time steps differ by nearly a factor of ten, and the energies agree in every printed digit. At 1.05 of the bound the result is $1.47795509$ hartree, the top of the spectrum.

Exactly at the bound the energy is $-0.888893$ hartree. The surviving state is a mixture of $v_0$ and $v_{\max}$, and the weight of the latter follows from the energy:
\begin{equation}
\frac{-0.888893+1.044709}{2.522664}=0.062 .
\end{equation}
This weight is $a_{\max}^2/(a_0^2+a_{\max}^2)$ for the random start vector used in these iterations and has no other significance; a start on the RHF determinant gives 0.0028 and an energy of $-1.0376$ hartree.

The dependence on $S$ can be checked as well. Lowering the shift to $E_0-0.5$ hartree adds 1 hartree to the bracket, and the limit drops to $2/3.522664=0.5678$ hartree$^{-1}$. The iteration finds the ground state at 0.95 of this value and the highest state at 1.05. With $S=0.316623$ hartree, which is 0.1 hartree above the midpoint, even $\tau=50$ hartree$^{-1}$ gives $-1.04470903$ hartree. The end factors are then $f_0=69.1$ and $f_{\max}=-57.1$.

\section{An estimator can add an error of its own}

Suppose that the projection has converged and one step multiplies the vector by $g=f_0$. Solving Eq.~\eqref{eq:f} for the energy gives
\begin{equation}
E_0=S-\frac{g-1}{\tau},
\label{eq:linear}
\end{equation}
with no remainder. If one treats $P$ as an exponential, one writes instead $E_{\log}=S-(\ln g)/\tau$. With $\Delta=S-E_0$ and $g=1+\tau\Delta$,
\begin{equation}
E_{\log}-E_0=\Delta-\frac{\ln(1+\tau\Delta)}{\tau}
=\frac{\tau\Delta^2}{2}-\frac{\tau^2\Delta^3}{3}+\cdots,
\qquad |\tau\Delta|<1 .
\label{eq:log}
\end{equation}
This is a genuine dependence on $\tau$, but it comes from the formula used to read the energy and vanishes at $S=E_0$.

In the example let $S$ be the RHF energy, so $\Delta=0.063038$ hartree, and let $\tau=0.396406$ hartree$^{-1}$. The two terms in Eq.~\eqref{eq:log} are $0.788$ and $-0.013$ millihartree, together $0.775$ millihartree. The computed error is $0.775$ millihartree, while Eq.~\eqref{eq:linear}, applied to the same vector, has no error at the printed precision. The authors should check which formula they use before they attribute a slope in $\tau$ to the method.

\section{Where diffusion Monte Carlo differs}

The comparison with diffusion Monte Carlo fails at the word ``approximate''. There $H=T+V$ acts in continuous space, and the propagator is split, for instance as
\begin{equation}
W=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}.
\label{eq:split}
\end{equation}
Because $T$ and $V$ do not commute, $W$ is not a function of $H$, and its leading eigenvector is in general not the ground state. The harmonic oscillator shows this in closed form.

Take one particle of unit mass in $V=\omega^2x^2/2$, without importance sampling. The kernel of $W$ is
\begin{equation}
W(x,y)=\frac{1}{\sqrt{2\pi\tau}}
\exp\!\left[-\frac{\tau\omega^2(x^2+y^2)}{4}-\frac{(x-y)^2}{2\tau}\right].
\end{equation}
Set $b=1/\tau+\tau\omega^2/2$. Collecting the squares and the cross term, the action on a Gaussian is
\begin{align}
\int W(x,y)e^{-ay^2/2}\,dy
&=\frac{e^{-bx^2/2}}{\sqrt{2\pi\tau}}
\int e^{xy/\tau-(a+b)y^2/2}\,dy\nonumber\\
&=\frac{1}{\sqrt{\tau(a+b)}}
\exp\!\left[-\frac{x^2}{2}\left(b-\frac{1}{\tau^2(a+b)}\right)\right].
\end{align}
The Gaussian reproduces itself if the inner bracket equals $a$, that is, if $(b-a)(b+a)=1/\tau^2$. Hence
\begin{equation}
a^2=b^2-\frac{1}{\tau^2}=\omega^2+\frac{\tau^2\omega^4}{4}.
\end{equation}
The true ground state has $a=\omega$, so the selected state is too narrow at every $\tau>0$. It is the leading eigenfunction of $W$, since the kernel is positive and so is the Gaussian.

For the eigenvalue, define $u$ by $\sinh u=\omega\tau/2$. Then $\tau b=1+2\sinh^2u=\cosh2u$ and $\tau a=2\sinh u\cosh u=\sinh2u$. Their sum is $e^{2u}$, the eigenvalue is $[\tau(a+b)]^{-1/2}=e^{-u}$, and the growth energy is
\begin{equation}
E_W=\frac{u}{\tau}=\frac{1}{\tau}\operatorname{arsinh}\frac{\omega\tau}{2}
=\frac{\omega}{2}-\frac{\omega^3\tau^2}{48}+\cdots .
\end{equation}
For $\omega=1$, diagonalization of the kernel on a grid gives $0.4987$, $0.4949$ and $0.4812$ hartree at $\tau=0.25$, $0.5$ and $1$ hartree$^{-1}$, in agreement with this formula. Here an extrapolation in $\tau$ is justified.

The cause is the splitting, not the use of determinants or of positions. To see this, split the H$_2$ matrix into its diagonal $D$ and its off-diagonal part $O$, and use $W=e^{-\tau D/2}e^{-\tau O}e^{-\tau D/2}$. Reversing the sign of $\tau$ inverts this product, so $\ln W$ is odd in $\tau$ near zero. It begins with $-\tau(D+O)=-\tau H$, and $-(\ln W)/\tau$ therefore differs from $H$ at order $\tau^2$. The growth energy is in error by $-0.066$ millihartree at $\tau=0.1586$ and by $-0.411$ millihartree at $\tau=0.3964$ hartree$^{-1}$. The ratio is 6.2, close to $(2.5)^2=6.25$. The first-order polynomial, which looks cruder, has no such error, because it is a function of $H$.

Why not use the linear map in continuous space as well? The kinetic energy there has no upper limit, so for a fixed $S$ no positive $\tau$ satisfies Eq.~\eqref{eq:condition}. On a grid of spacing $h$ the three-point kinetic operator has a largest eigenvalue close to $2/h^2$, reached by a wave that alternates in sign from point to point. The oscillator on a finite grid has bounds of $0.00889$ and $0.00243$ hartree$^{-1}$ at $h=0.10$ and $0.05$ bohr. They correspond to spectral widths of about 225 and 825 hartree, of which the kinetic term supplies 200 and 800. As $h$ decreases, the permitted time step goes to zero as $h^2$.

\section{Random walkers at fixed shift}

So far $P$ has been applied without noise. In FCIQMC the vector $n$ holds signed integer numbers of walkers. A walker on determinant $i$ selects $j\ne i$ with probability $p_{ji}$ and spawns there with probability $\tau|H_{ji}|/p_{ji}$. The child has the parent's sign if $H_{ji}<0$ and the opposite sign otherwise. The selection probability cancels, and the mean contribution to $j$ is
\begin{equation}
p_{ji}\,\frac{\tau|H_{ji}|}{p_{ji}}\,
\bigl[-\operatorname{sgn}(H_{ji})\bigr]n_i=-\tau H_{ji}n_i .
\end{equation}
Death or cloning multiplies $n_i$, on average, by $1-\tau(H_{ii}-S)$. Annihilation adds the signed numbers on each determinant and does not alter their sum. Together,
\begin{equation}
\mathbb E[n(t+1)\,|\,n(t)]=Pn(t),
\qquad
\mathbb E[n(t)]=P^tn(0),
\label{eq:mean}
\end{equation}
where the second equation follows by averaging the first repeatedly at fixed $S$. The time step enters the noise, but the mean follows the linear map at finite $\tau$.

Two details of implementation matter. If $\tau|H_{ji}|/p_{ji}$ exceeds one, the code must create the integer part and draw the remainder at random. Capping the ratio at one would change the mean and produce an error that does depend on $\tau$. The same holds for death: $\tau(H_{ii}-S)$ can exceed one below the spectral bound (above about 0.55 of it for H$_2$ at $S=E_0$), and the step must then create walkers of opposite sign. A cap there lowers the H$_2$ energy by about 1 millihartree at 0.95 of the bound. Large spawning events are also noisy, which may call for a $\tau$ well below the spectral bound.

For H$_2$ I start 20 walkers on the RHF determinant and take 20 steps with $S$ at the RHF energy and $\tau=0.3964$ hartree$^{-1}$. The ground-state factor is $f_0=1+0.396406\times0.063038=1.02499$, and the RHF determinant has weight $0.8826$ in $v_0$. The ground-state part of the mean reference population is therefore
\begin{equation}
20\times0.8826\times(1.02499)^{20}=28.9 .
\end{equation}
The full linear map gives $28.984$; the small difference is the remnant of the excited states. The average over 20\,000 independent replicas is $29.026\pm0.027$, which is 1.5 standard errors away.

\section{The bias that remains}

A production run cannot keep $S$ fixed, because the population would grow or die out. Let the shift respond to the total number of walkers $N=\sum_i|n_i|$:
\begin{equation}
S=E_{\mathrm{RHF}}-\gamma\ln\frac{N}{N_{\mathrm t}},
\qquad \gamma=0.5\ \text{hartree},
\label{eq:control}
\end{equation}
with target $N_{\mathrm t}$. Now $S$ and $n$ are correlated, and the average of $Sn$ is not the product of the averages. Let angle brackets denote averages over a stationary run in which the population neither dies out nor reverses its overall sign. Stationarity requires
\begin{equation}
\langle n\rangle=\langle n\rangle-\tau\bigl(H\langle n\rangle-\langle Sn\rangle\bigr)
\quad\Longrightarrow\quad
H\langle n\rangle=\langle Sn\rangle .
\label{eq:stationary}
\end{equation}
Take the scalar product with $c=v_0$, its sign chosen so that $\langle c\cdot n\rangle>0$. Since $c\cdot H=E_0c$,
\begin{equation}
E_0=\frac{\langle S\,c\cdot n\rangle}{\langle c\cdot n\rangle},
\qquad
\langle S\rangle-E_0=-\frac{\operatorname{cov}(S,c\cdot n)}{\langle c\cdot n\rangle}.
\label{eq:bias}
\end{equation}
A large population lowers $S$, which makes the covariance negative when $c\cdot n$ rises with $N$; the mean shift is then too high. This is the population-control bias.

The usual projected energy has a related bias. The row of Eq.~\eqref{eq:stationary} for the reference determinant, labelled 0 here, gives
\begin{equation}
E_{\mathrm{proj}}=\frac{\sum_jH_{0j}\langle n_j\rangle}{\langle n_0\rangle}
=\langle S\rangle+\frac{\operatorname{cov}(S,n_0)}{\langle n_0\rangle}.
\end{equation}
If this covariance is negative too, it lowers $E_{\mathrm{proj}}$ relative to $\langle S\rangle$; in the H$_2$ runs below this cancels part of the bias.

The factor $\tau$ has dropped out of Eq.~\eqref{eq:stationary}, but the covariances may still depend on $\tau$ through the noise. Their dependence on population is clearer. When many walkers contribute independent events and the feedback is stable, the relative fluctuations of $n$ scale as $N^{-1/2}$, and so do those of $S$. At leading order their covariance, divided by $\langle c\cdot n\rangle$, scales as $1/N$. At fixed $\tau$ the bias vanishes as the population grows. This scaling presupposes enough walkers for annihilation to hold the sign structure of $v_0$. The H$_2$ block has only a weak sign problem: replacing every off-diagonal element by $-|H_{ij}|$ lowers its lowest eigenvalue by 13 millihartree. For linear H$_4$ with spacing 2 bohr in the same basis (400 determinants) the lowering is 0.74 hartree. With $\tau$ at 0.4 of its bound the mean shift there lies below $E_0$ by about 0.43, 0.29 and 0.02 hartree at 26, 55 and 106 walkers, and agrees with $E_0$ within about a millihartree at 1000. Below this annihilation threshold the overall sign is not kept, and neither the sign of the bias nor the $1/N$ law applies.

The table gives errors relative to $E_0$ in millihartree, from 500 replicas at each setting. The last column uses the first formula in Eq.~\eqref{eq:bias}. It needs the known vector $c$, so it is a diagnosis and not a practical estimator.

\begin{center}
\begin{tabular}{ccccc}
$\tau$ & $\langle N\rangle$ & $\langle S\rangle$ & $E_{\mathrm{proj}}$ & corrected\\
\hline
0.159 & 28.3 & $4.45\pm0.30$ & $1.22\pm0.15$ & $0.30\pm0.31$\\
0.396 & 28.3 & $4.48\pm0.19$ & $1.30\pm0.09$ & $-0.04\pm0.20$\\
0.159 & 567.1 & $0.23\pm0.07$ & $0.08\pm0.03$ & $0.04\pm0.07$\\
0.396 & 567.1 & $0.24\pm0.04$ & $0.10\pm0.02$ & $0.03\pm0.04$
\end{tabular}
\end{center}

The populations follow from Eq.~\eqref{eq:control}: with $S$ near $E_0$, $N/N_{\mathrm t}\approx e^{0.063/0.5}=1.13$, for targets of 25 and 500. Raising $\tau$ by a factor of 2.5 changes the mean shift of the small population by $0.03\pm0.36$ millihartree. A bias proportional to $\tau$ would have risen from 4.4 to about 11 millihartree. A weaker dependence is not excluded. Linearizing the same rules about the mean population gives $N(\langle S\rangle-E_0)$ of about 104, 109, 119, 160 and 250 millihartree at 0.01, 0.2, 0.5, 0.9 and 0.97 of the bound. The prefactor of $1/N$ thus grows with $\tau$, sharply near the bound, but does not vanish as $\tau\to0$. Raising the population by a factor of 20 lowers the bias by factors of about 20 and 19 at the two time steps, consistent with $1/N$ within the errors. The corrected energies agree with $E_0$ within their errors, which supports the covariance as the cause. The projected energy at 567 walkers and the larger $\tau$ is still resolvably high, by $0.10\pm0.02$ millihartree: a finite controlled run is not free of bias.

\section{What I ask of the authors}

The extrapolation to $\tau\to0$ should be replaced by a check that $\tau$ is below the stability limit and by a series of runs with increasing population, all of them above the annihilation threshold of the system. If the energies still vary with $\tau$, the energy formula, the treatment of large spawning events and the feedback should be examined first.

The feedback needs care in such a comparison. If the shift is updated at every step by $S(t+1)=S(t)-(\zeta/\tau)\ln[N(t+1)/N(t)]$, the logarithms telescope, and the rule is Eq.~\eqref{eq:control} with $\gamma=\zeta/\tau$, up to a constant. Changing $\tau$ at fixed $\zeta$ then changes the feedback strength as well. I kept $\gamma$ fixed for this reason.

If the initiator approximation was used, Eq.~\eqref{eq:mean} no longer applies as it stands. That approximation discards some spawned walkers according to the current populations, so the mean step is no longer the linear map $P$. Its error has to be assessed separately; the calculations reported here do not use it.

\section*{Computed results}
\begin{verbatim}
H2 bond length: 3.0 bohr; determinants in block: 8
RHF energy: -0.981671 hartree
FCI ground energy E0: -1.044709 hartree
first excited energy in block E1: -0.572952 hartree
highest energy in block Emax: 1.477955 hartree
weight of RHF determinant in ground state: 0.8826
bound 2/(Emax-E0): 0.792813 1/hartree
projection, tau/bound=0.10: energy -1.04470903 hartree
projection, tau/bound=0.50: energy -1.04470903 hartree
projection, tau/bound=0.95: energy -1.04470903 hartree
projection, tau/bound=1.00: energy -0.88889260 hartree
projection, tau/bound=1.05: energy 1.47795509 hartree
bound for S=E0-0.5 hartree: 0.567752 1/hartree
S=0.316623 hartree, tau=50 1/hartree: energy -1.04470903 hartree
S=E_RHF, tau=0.396406: linear growth energy error -0.000000 mhartree
same run, logarithmic growth energy error: 0.774741 mhartree
split exponential, tau=0.158563: energy error -0.0663 mhartree
split exponential, tau=0.396406: energy error -0.4112 mhartree
split error ratio, tau=0.05 against 0.025: 3.9996
oscillator split energy, tau=0.25: 0.498707 hartree
oscillator split energy, tau=0.50: 0.494933 hartree
oscillator split energy, tau=1.00: 0.481212 hartree
oscillator grid h=0.10 bohr: linear-map bound 0.008886 1/hartree
oscillator grid h=0.05 bohr: linear-map bound 0.002425 1/hartree
fixed shift, 20000 replicas, 20 steps from 20 walkers:
  reference walkers: sampled 29.0257 +/- 0.0273, linear map 28.9842
controlled runs: 500 replicas, 200 settling + 1000 measured steps
shift feedback 0.5 hartree; errors relative to E0 in mhartree
tau=0.158563 1/hartree, target=25, mean walkers=28.3
  mean shift: 4.449 +/- 0.300
  projected energy: 1.218 +/- 0.150
  covariance-corrected: 0.296 +/- 0.305
tau=0.158563 1/hartree, target=500, mean walkers=567.1
  mean shift: 0.228 +/- 0.068
  projected energy: 0.081 +/- 0.033
  covariance-corrected: 0.037 +/- 0.068
tau=0.396406 1/hartree, target=25, mean walkers=28.3
  mean shift: 4.483 +/- 0.193
  projected energy: 1.295 +/- 0.088
  covariance-corrected: -0.044 +/- 0.195
tau=0.396406 1/hartree, target=500, mean walkers=567.1
  mean shift: 0.236 +/- 0.041
  projected energy: 0.097 +/- 0.021
  covariance-corrected: 0.027 +/- 0.041
\end{verbatim}
